Hartree–Fock, MP2 and GGA interactions in a model Au+ dimer, part 2

Aurophilic attraction is examined in Hartree–Fock (HF), MP2 and GGA for a model dimer: two spherical Au+ ions (5d10) at distance R along z. Li+ is the contrasting case. Hartree atomic units are used; interaction energies (dimer minus monomers, attraction negative) are in mEh. The monopole repulsion 1/R and induction by the ionic charges are left out. The basis is def2-SVP plus one f function, with a scalar-relativistic effective core potential (ECP). Response and correlation cover the ten 5d electrons. "The program" is the numerical check whose output ends the text.

Indices i, j label occupied and a, b virtual orbitals, a prime marks monomer B, Δ_ia = ε_a − ε_i is an HF gap, z_ia = ⟨i|z|a⟩, and (pq|rs) = ∫∫ p(1)q(1) r₁₂⁻¹ r(2)s(2). The 5d tail decays as e^{−kr} with k = 1.237.

Without overlap, dispersion is −C6/R⁶. C6 is read from the energy shift under a coupling V = λ z z′. For MP2,

E_MP2(λ) − E_MP2(0) = −4λ² Σ z_ia² z_j′b′² /(Δ_ia + Δ_j′b′),  C6(MP2) = 24 Σ z_ia² z_j′b′²/(Δ_ia + Δ_j′b′)  (11)

This is the uncoupled HF response: an excited electron neither feels its hole nor screens the field for the others. Time-dependent HF (TDHF) is the coupled response, with both Coulomb and exchange kernels. For Au+, C6 is 128 (MP2), 82.3 (TDHF) and 90.8 (CCSD(T), the reference).

With overlap, the determinant of frozen monomer orbitals (Heitler–London), with density matrix D, gives

E_HL = E_HF[D] − 2E_mono − 1/R = E_pen + E_Pauli  (10)

E_mono is the monomer energy, E_pen the classical Coulomb interaction of the undeformed ions less 1/R, and E_Pauli the remainder. At R = 5.5, 6.25 and 7.0 bohr, E_HL is 7.32, 1.34 and 0.25 mEh. The fit A e^{−bR} has A = 1757 Eh and b = 2.25 bohr⁻¹; a larger uncontracted spd basis gives A ≈ 1000 Eh and b ≈ 2.16 bohr⁻¹.

**Spinors**

The 5d10 shell consists of six d5/2 and four d3/2 spinors. With a one-electron operator ζ l·s, the eigenvalues ½[j(j+1) − l(l+1) − ¾] of l·s are σ = +1 for j = 5/2 and −3/2 for j = 3/2. At fixed radial functions the gaps become Δ_a − ζσ_u for spinor u, and each term of the uncoupled C6 has the denominator G − δ, with G the sum of two unshifted gaps and δ = ζ(σ_u + σ_u′). Expanding, 1/(G − δ) = 1/G + δ/G² + δ²/G³ + …. The transition strength from spinor u to a virtual orbital a, summed over spin, is ⟨u|T_a|u⟩ with the spin-free operator T_a = z|a⟩⟨a|z. The linear term is proportional to Σ_u σ_u⟨u|T_a|u⟩ = tr(l·s T_a) = Σ_k tr(l_k T_a) tr(s_k) = 0, because the spin matrices are traceless and both subshells are full. The quadratic term is positive. More generally, the spin–orbit operator is a spin triplet and has no expectation value in a singlet state, for any λ, so the interaction energy of closed shells has no first-order spin–orbit correction.

For the round value ζ = 0.02 Eh, a splitting of 2.5ζ = 0.05 Eh, the uncoupled C6 rises by 2.0 × 10⁻⁴ of itself, and for ζ = 0.01 Eh by 5.0 × 10⁻⁵. The ratio 3.98 confirms the quadratic law, which the program asserts. This estimate covers the splitting of the occupied levels only; the splitting of 6p and the differing radial shapes of d3/2 and d5/2 also enter at second order and were not computed. The argument fails for an open d shell. Scalar relativistic effects enter every number through the ECP and are not separated here.

**From C6 to the well depth**

Combine the two terms, with Tang–Toennies damping f6(x) = 1 − e^{−x}Σ_{k=0}^{6} x^k/k! and b taken from the fit:

E(R) = A e^{−bR} − f6(bR) C6/R⁶  (14)

The depth is De = −E(Re). Differentiating with respect to C6, the term through Re drops because ∂E/∂R = 0 there, so dDe/dC6 = f6/Re⁶ and

d ln De / d ln C6 = |E_disp(Re)|/De = 1 + A e^{−bRe}/De  (15)

This exceeds one whenever the HF term is repulsive: the well is a difference, and a relative error in its larger part is magnified. Without damping, the minimum condition A b e^{−bRe} = 6C6/Re⁷ gives A e^{−bRe} = (6/bRe)|E_disp|, and the factor is 1/(1 − 6/bRe). A smaller product bRe gives more amplification. A softer wall does so only at fixed Re: at fixed A and C6, lowering b by 10 % in (14) moves Re out from 6.9 to 8.2 bohr and lowers the factor from 1.62 to 1.56 (not printed by the program).

With the CCSD(T) coefficient, Re = 6.88 bohr (3.64 Å), E_disp = −0.850 mEh and De = 0.524 mEh (1.4 kJ/mol); the factor is 0.8504/0.5242 = 1.62, and the undamped form with bRe = 15.5 gives 1.63. With the MP2 coefficient, Re = 6.60 bohr (3.49 Å), E_disp = −1.531 mEh, De = 0.921 mEh (2.4 kJ/mol) and the factor is 1.66. Finite differences of the numerical minima agree with (15), as asserted. With the wall of the larger spd basis (b ≈ 2.16) and the same CCSD(T) coefficient, Re = 6.93 bohr, De = 0.49 mEh and the factor is 1.66 (not printed by the program). Integrating with the mean factor, 1.410^{1.64} = 1.76, which is the computed ratio of depths: in this model a 41 % excess in C6 becomes a 76 % excess in De and shortens Re by 0.28 bohr.

The model well is more than an order of magnitude shallower and markedly longer than the aurophilic contact in complexes. At 5.5 bohr the sum 7.32 − 3.28 = +4.0 mEh is still repulsive. The bare-ion C6 term cannot by itself produce the observed bond. C8 and higher terms, dispersion involving ligand and 5s5p electrons, the different polarizability of ligated gold and charge-transfer-type correlation are absent. The model supports the mechanisms and relation (15), not an absolute binding energy or a transferable value of the ratio.

**What a GGA puts in place of dispersion**

On a given determinant, Kohn–Sham and HF energies share the kinetic, nuclear and Hartree terms. On the Heitler–London determinant,

E_DFA = E_HL + (ΔEx − ΔEx^HF) + ΔEc  (16)

where Δ means dimer minus monomers. The evaluation uses HF orbitals and the valence density and is not self-consistent. A GGA exchange energy density is

e_x = −c_x ρ^{4/3} F(s),  c_x = (3/4)(3/π)^{1/3},  s = |∇ρ|/[2(3π²)^{1/3} ρ^{4/3}]  (17)

and F = 1 is LDA.

The integrand e[ρ_AB] − e[ρ_A] − e[ρ_B] depends on the densities at one point and, for superposed densities, vanishes where either monomer density does; the Heitler–London deformation adds terms of second order in the overlap, which decay as e^{−2kR}. For LDA exchange on superposed densities it is of order ρ_small ρ_large^{1/3}. With ρ ∝ e^{−2kr} and distances r_far + r_near = R on the axis, the exponent 2k(r_far + r_near/3) is smallest at the midpoint, so the decay is e^{−4kR/3}. Gradient corrections multiply this by factors that grow no faster than s ∝ ρ^{−1/3}, which leaves an exponential. No semilocal functional yields R⁻⁶. At 14 bohr the computed |ΔExc| is at most 6 × 10⁻⁵ mEh against C6/R⁶ = 0.012 mEh (asserted below 15 %); these values are set by the split-valence Gaussian tails, which fall too steeply at that range, and are much too small: an uncontracted basis with diffuse functions (not printed by the program) gives about −2 × 10⁻⁴ mEh for LDA, PBE and revPBE and +4 × 10⁻⁴ mEh for BLYP, still below 4 % of C6/R⁶. In the range studied the tails have roughly the expected steepness: the midpoint density falls as ln(1.09 × 10⁻²/1.71 × 10⁻³)/1.5 = 1.23 per bohr, against k = 1.237. The near equality comes from two corrections that almost cancel. An outer electron of Au+ sees a charge +2, so the radial function behaves asymptotically as r^{2/k − 1}e^{−kr}, and this prefactor alone would lower the slope to about 1.237 − 1.23/6.25 ≈ 1.04. At r ≈ 3 bohr the l = 2 centrifugal term raises it again: the decaying d-type solution in the field of a charge +2 has slope 1.27 over this range, and a larger uncontracted basis gives 1.25 (neither printed by the program).

In the range studied the residues of LDA and B88 outlive the HF repulsion: between 5.5 and 7.0 bohr E_HL falls by a factor 29, while ΔEx − ΔEx^HF falls by 5.4 for LDA and 3.6 for B88. The asymptotic LDA exponent 4k/3 = 1.65, less than b = 2.25, points the same way but does not give these rates (1.12 and 0.86 per bohr). The residue is a difference of two terms with their own decay: ΔEx itself falls by a factor 11 for HF, 8.9 for LDA and 38 for B88. The residue is also a fraction of a large number: at 6.25 bohr ΔEx^HF = −5.16 mEh against E_HL = 1.34 mEh, so an error of 26 % in ΔEx equals the whole HF interaction.

The sensitivity to F appears on the midplane. For superposed spherical densities each monomer contributes ρ0 and reduced gradient s0. If θ is the angle between the axis and the line to a nucleus, the axial gradient components cancel and the transverse ones add, so ρ = 2ρ0, |∇ρ| = 2|∇ρ0| sinθ and, from (17), s = 2 sinθ s0/2^{4/3} = s0 sinθ/2^{1/3}. Then

Δe_x = −c_x ρ0^{4/3} [2^{4/3} F(s0 sinθ/2^{1/3}) − 2F(s0)]  (18)

At the midpoint θ = 0 and F(0) = 1, so the bracket is 2^{4/3} − 2F(s0) and Δe_x changes from attractive to repulsive at F(s0) = 2^{1/3} = 1.260. Far from the axis sinθ → 1; if F ∝ s^g locally, the bracket is F(s0)[2^{(4−g)/3} − 2], attractive for g < 1. A saturating F (g → 0) gives the LDA attraction multiplied by F, and an F that grows almost linearly removes most of it. B88 approaches this only as s → ∞ (F ~ s/ln s); between s = 2.50 and 3.09 its local exponent is ln(1.780/1.611)/ln(3.09/2.50) = 0.47, which reduces the factor 2^{(4−g)/3} − 2 from 0.52 to 0.26, against g = 0.35 for revPBE. Both the value and the slope of F at large s matter.

The values of s0 are 1.88, 2.50 and 3.09 at the three distances. The PBE form is F = 1 + κ − κ/(1 + μs²/κ), with expansion 1 + μs² − μ²s⁴/κ + …; κ here is the functional's parameter and is absent from the leading gradient term. PBE has κ = 0.804 and revPBE has κ = 1.245, with the same μ. Writing F = 1 + κ − κ²/(κ + m) with m = μs²,

∂F/∂κ = 1 − [2κ(κ+m) − κ²]/(κ+m)² = m²/(κ+m)²

which vanishes as s⁴ at small s and tends to one at large s. At the midpoint ∂Δe_x/∂κ = 2c_x ρ0^{4/3} m²/(κ+m)² > 0. Where F is saturated for both dimer and monomers the sign reverses, so monotonic behaviour of the integral is a numerical matter. The program asserts it at all three distances, after checking this F against library implementations of PBE and revPBE and (18) at θ = 0 against the library PBE. At 6.25 bohr, ΔEx = −6.24, −5.13, −4.47 and −3.72 mEh for κ = 0.5, 0.804, 1.0 and 1.245. The range of 2.5 mEh exceeds C6/R⁶ = 1.52 mEh, and it brackets the HF value.

At the 6.25 bohr midpoint c_x ρ0^{4/3} = 0.7386 × (4.18 × 10⁻³)^{4/3} = 5.0 × 10⁻⁴. The brackets 2.520 − 2F are +0.52 (LDA), −0.49 (PBE, F = 1.506), −0.78 (revPBE, 1.652) and −0.70 (B88, 1.611). All three GGAs lie above the threshold at every distance, so all are locally repulsive at the midpoint, yet every integrated ΔEx is negative: the midpoint shows the sensitivity and does not fix the sign of the total. Nor does it order revPBE and B88. B88 has the smaller or equal F(s0) but the more repulsive integral, which agrees with the slope argument of (18); that the off-axis region is the cause is a conjecture, since the integral was not decomposed.

The exchange residues ΔEx − ΔEx^HF at 5.5, 6.25 and 7.0 bohr are (mEh):

LDA: −5.06, −2.23, −0.94
PBE: +1.10, +0.03, −0.17
revPBE: +3.97, +1.44, +0.45
B88: +4.16, +2.15, +1.15

The asserted orderings are LDA < PBE < B88 and PBE < revPBE at each distance, and LDA < HF < B88 at 7.0 bohr. The PBE residue changes sign near 6.25 bohr. The B88–PBE difference there, 2.149 − 0.026 = 2.12 mEh, is 1.39 times C6/R⁶. The totals (16), with E_HL − C6/R⁶ (undamped, CCSD(T) coefficient) for comparison, are (mEh):

E_HL − C6/R⁶: +4.04, −0.18, −0.52
LDA: +0.36, −1.68, −1.00
PBE: +4.87, +0.16, −0.32
revPBE: +7.74, +1.57, +0.31
BLYP: +6.35, +1.18, +0.44

LDA lies below the comparison curve at all three points, PBE binds weakly at 7.0 bohr, and revPBE and BLYP are repulsive at all three points. The closeness of PBE to the comparison curve comes largely from correlation. Subtraction in (16) gives ΔEc(PBE) = 4.868 − 7.324 − 1.102 = −3.56, then −1.21 and −0.39 mEh, against −C6/R⁶ = −3.28, −1.52 and −0.77 mEh. The semilocal term matches dispersion in size at 5.5 bohr and supplies half of it at 7.0 bohr, falling by a factor 9 where R⁻⁶ falls by 4.25. LYP gives −5.14, −2.31 and −0.96 mEh, more than the C6 term, and more than cancels the B88 exchange residue at 5.5 and 6.25 bohr while cancelling most of it at 7.0 bohr. The comparison curve itself lacks higher dispersion terms and intramonomer correlation, so agreement with it at one distance does not validate a functional. Self-consistent Kohn–Sham orbitals have different tails and would shift all these numbers. So does the basis: in the larger uncontracted spd basis (not printed by the program) ΔEx^HF at 6.25 bohr goes from −5.16 to −4.37 mEh, the residues move by up to 0.2 mEh and the totals by up to 0.3 mEh (at 6.25 bohr LDA −1.35, PBE +0.36), with every sign and ordering unchanged.

**What to do**

An HF minimum between d10 centres should be traced to multipoles, induction, basis-set superposition or short-range orbital relaxation, the last of which was not examined here. A counterpoise correction removes the superposition error, and a geometry in which the ligand dipoles do not interact at leading order reduces the multipole term; induction and short-range relaxation remain. The p and f functions on the metal decide the result, since d→p and d→f carry the dipole response. Their range matters: with all 18 electrons responding (not printed by the program), the HF polarizability of Au+ is 6.5 without f and 8.5, 10.8, 9.2 and 7.5 with one f of exponent 0.08, 0.2, 0.5 and 1.2. These values start from the spd part of def2-SVP. A second f (0.7) raises 10.8 to 11.2, the value for the basis used here, which holds the f of def2-SVP besides the added one, and a further p function then gives 11.5 for exponent 0.027 but 12.2 for 0.11, so the basis used here is not saturated.

For MP2 the diagnostic is a monomer calculation: compare uncoupled and coupled C6, not static polarizabilities. MP2C replaces the uncoupled dispersion by a coupled one and so addresses the defect in (11) directly; in this model the TDHF coefficient is 9 % below CCSD(T) where MP2 is 41 % above. Spin-component scaling acts differently. The opposite-spin part of MP2 is −Σ(ia|jb)²/(Δ_ia + Δ_jb) and the same-spin part has (ia|jb)[(ia|jb) − (ib|ja)] in the numerator; without overlap the exchange partner vanishes and the two are equal. SCS-MP2, with factors 6/5 and 1/3, scales C6 by (6/5 + 1/3)/2 = 0.767. This gives 98 for Au+, 8 % above CCSD(T), and 0.052 for Li+, 34 % below full CI: a fixed factor helps only where the uncoupled response is too large. In this model space the CCSD value of C6 for Au+ is 9 % below CCSD(T), so a reference for it needs triples, and by (15) a small relative error in dispersion should be multiplied by the amplification factor to estimate the relative error in the depth; for a large one the factor acts as a power (1.62 × 41 % = 66 % against the computed 76 %).

For density functionals, a dispersion term (D3, D4, VV10 or a many-body dispersion scheme) restores the long-range tail but not the overlap residue. Its damping has to absorb ΔEx − ΔEx^HF + ΔEc, which at 6.25 bohr is −1.18 mEh for PBE and +0.23 mEh for revPBE; the damping is therefore specific to the functional, and adding undamped −C6/R⁶ to PBE at 5.5 bohr would put the total 7.324 − 4.868 ≈ 2.5 mEh below the comparison curve. On a fixed determinant a fraction of exact exchange scales the exchange residue by one minus that fraction. Because the residue and dispersion have different ranges, a functional should be judged on the whole curve against CCSD(T), not at one distance. For closed d10 shells a scalar-relativistic treatment is correct through first order in spin–orbit coupling, and two-component calculations are a second-order refinement.

Computed results

```
Au+: active occ 5, virt 27, HOMO -0.7654 Eh, lambda 0.00542 au
Au+ uncoupled kernel: alpha(0) 12.02 au, C6 128 au
Au+ Coulomb kernel: alpha(0) 7.668 au, C6 61.27 au
Au+ exchange kernel: alpha(0) 22.64 au, C6 257.1 au
Au+ TDHF kernel: alpha(0) 11.07 au, C6 82.26 au
Au+ finite-field alpha 11.07 au; HF interaction 0.0e+00 Eh
Au+ C6 (au): MP2 128, CCSD 82.31, CCSD(T) 90.81
Au+ C6 ratio MP2/CCSD(T) 1.410
Li+: active occ 1, virt 17, HOMO -2.7877 Eh, lambda 0.31601 au
Li+ uncoupled kernel: alpha(0) 0.1584 au, C6 0.06751 au
Li+ Coulomb kernel: alpha(0) 0.1409 au, C6 0.05591 au
Li+ exchange kernel: alpha(0) 0.2248 au, C6 0.101 au
Li+ TDHF kernel: alpha(0) 0.1899 au, C6 0.07717 au
Li+ finite-field alpha 0.1899 au; HF interaction -5.3e-15 Eh
Li+ C6 (au): MP2 0.06751, CCSD 0.07625, CCSD(T) 0.07799
Li+ C6 ratio MP2/CCSD(T) 0.866
Li+ C6 from FCI sum over states 0.07812 au
spin-orbit rel. change of C6: zeta 0.02 Eh 2.00e-04, zeta 0.01 Eh 5.02e-05
R 5.5 bohr (2.91 A): -C6/R^6 [CCSD(T)] -3.2805 mEh
  penetration -4.621, Pauli 11.944, HF total 7.324 mEh
  dEx HF -16.368 mEh; dEx-dEx(HF): LDA -5.062, PBE 1.102, revPBE 3.971, BLYP 4.161
  total (mEh): LDA 0.356, PBE 4.868, revPBE 7.736, BLYP 6.345
  midpoint rho0 1.09e-02 au, s0 1.88, F PBE 1.396 revPBE 1.479 B88 1.433
R 6.25 bohr (3.31 A): -C6/R^6 [CCSD(T)] -1.5235 mEh
  penetration -1.039, Pauli 2.379, HF total 1.339 mEh
  dEx HF -5.155 mEh; dEx-dEx(HF): LDA -2.233, PBE 0.026, revPBE 1.437, BLYP 2.149
  total (mEh): LDA -1.678, PBE 0.155, revPBE 1.566, BLYP 1.181
  midpoint rho0 4.18e-03 au, s0 2.50, F PBE 1.506 revPBE 1.652 B88 1.611
  dEx (mEh) for kappa 0.5, 0.804, 1.0, 1.245: -6.240, -5.129, -4.470, -3.719
  (dEx B88 - dEx PBE)/(C6/R^6) 1.39
R 7.0 bohr (3.70 A): -C6/R^6 [CCSD(T)] -0.7718 mEh
  penetration -0.194, Pauli 0.444, HF total 0.250 mEh
  dEx HF -1.470 mEh; dEx-dEx(HF): LDA -0.939, PBE -0.174, revPBE 0.450, BLYP 1.147
  total (mEh): LDA -1.002, PBE -0.318, revPBE 0.306, BLYP 0.438
  midpoint rho0 1.71e-03 au, s0 3.09, F PBE 1.581 revPBE 1.780 B88 1.780
R 14.0 bohr (7.41 A): -C6/R^6 [CCSD(T)] -0.0121 mEh
  dExc (mEh): LDA -2.2e-06, PBE -2.3e-06, revPBE -2.9e-06, BLYP 6.1e-05
midpoint threshold F = 2^(1/3) = 1.260
fit A 1757 Eh, b 2.2523 1/bohr; fit/computed at 6.25 bohr 1.010
C6 MP2: Re 6.604 bohr (3.49 A), De 0.9212 mEh (2.42 kJ/mol)
  Edisp(Re) -1.5306 mEh, amplification 1.661, finite difference 1.661
C6 CCSD(T): Re 6.881 bohr (3.64 A), De 0.5242 mEh (1.38 kJ/mol)
  Edisp(Re) -0.8504 mEh, amplification 1.622, finite difference 1.622
De ratio MP2/CCSD(T) 1.757
```
